\section*{Off-axis overshoot lines in Cu(II) powder EPR spectra}

\section*{Question}

I am assigning a continuous-wave powder spectrum of an axial Cu(II) model at 9.5~GHz. The parameters are $g_\parallel=2.25$, $g_\perp=2.05$, $A_\parallel=600$~MHz and $A_\perp=60$~MHz, with both tensors sharing one axis. My rule has been that each feature of a powder pattern belongs to a principal direction, because there the resonance field is stationary.

The simulated derivative spectrum has a deep outermost trough near 340~mT. No parallel or perpendicular line belongs there: the highest principal field I calculate is about 334~mT. Read as a $g$ value, the trough gives roughly 2.00, which I never put in. Does the spectrum require a third $g$ value, or is the rule wrong? If large hyperfine anisotropy is to blame, how large must it be?

\section*{Answer}

The rule is half right. In an axial system the resonance field is stationary along the principal directions, but it can be stationary elsewhere too. Your trough comes from such an off-axis orientation, and no third $g$ value is needed. Hyperfine anisotropy alone does not settle the matter, however: the $g$ anisotropy, the nuclear state and the microwave frequency enter the condition as well.

\subsection*{The resonance field}

Let the field make an angle $\theta$ with the symmetry axis. I express energies as frequencies and write $\beta=\mu_B/h$. The Hamiltonian for $S=1/2$, $I=3/2$ is
\begin{equation}
H=\beta\,\mathbf B\cdot\mathbf g\cdot\mathbf S+\mathbf S\cdot\mathbf A\cdot\mathbf I .
\end{equation}
Quadrupole coupling and the nuclear Zeeman energy are left out until the last two sections.

The electron spin sees the vector $(g_\perp\sin\theta,0,g_\parallel\cos\theta)$ times $\beta B$. Its length defines $g$, and its direction is the unit vector
\begin{equation}
\mathbf w=\frac{(g_\perp\sin\theta,\,0,\,g_\parallel\cos\theta)}{g}.
\end{equation}
If the hyperfine coupling is small compared with the electron Zeeman energy, then to first order we keep only the component of $\mathbf S$ along $\mathbf w$, with eigenvalue $m_S$. The hyperfine term becomes $m_S\,(\mathbf A\mathbf w)\cdot\mathbf I$. The nucleus is thus quantized along $\mathbf A\mathbf w$, with projection $m$ and coupling $K=|\mathbf A\mathbf w|$. The levels are $m_S(g\beta B+Km)$, and the transition $m_S=-\tfrac12\to+\tfrac12$ at fixed $m$ requires
\begin{equation}
\nu=g\beta B+mK,\qquad B=\frac{\nu-mK}{g\beta}.
\label{field}
\end{equation}
Since $K$ is a length, negative $m$ means high field whatever the signs of the couplings. Below, $A_\parallel$ and $A_\perp$ are magnitudes.

With $u=\cos^2\theta$ and $\delta=g_\parallel^2-g_\perp^2$, the squared lengths are linear in $u$:
\begin{align}
G\equiv g^2&=g_\perp^2+\delta u,\\
K^2G&=A_\perp^2g_\perp^2+\delta Q\,u,\qquad
Q=\frac{A_\parallel^2g_\parallel^2-A_\perp^2g_\perp^2}{\delta}.
\label{KG}
\end{align}
I take $g_\parallel>g_\perp$ and $A_\parallel>A_\perp>0$, as in your model.

\subsection*{Where the field is stationary}

Because $du/d\theta=-2\sin\theta\cos\theta$,
\begin{equation}
\frac{dB}{d\theta}=-\sin2\theta\,\frac{dB}{du}.
\end{equation}
The first factor vanishes at $0^\circ$ and $90^\circ$. This is the true part of your rule. The second factor may vanish in between, and nothing in the symmetry forbids it.

To find out when it does, we need $dK/du$. Differentiating (\ref{KG}) gives
\begin{equation}
2KG\frac{dK}{du}+K^2\delta=\delta Q
\quad\Longrightarrow\quad
\frac{dK}{du}=\frac{\delta(Q-K^2)}{2KG}.
\label{kprime}
\end{equation}
The sign follows from two facts. First, $K^2$ is an average of $A_\parallel^2$ and $A_\perp^2$ with weights $g_\parallel^2u/G$ and $g_\perp^2(1-u)/G$, which add to one, so $K\le A_\parallel$. Second,
\begin{equation}
Q-A_\parallel^2=\frac{g_\perp^2(A_\parallel^2-A_\perp^2)}{\delta}>0 .
\label{qpar}
\end{equation}
Hence $Q>K^2$ everywhere, and $K$ rises steadily from $A_\perp$ at $u=0$ to $A_\parallel$ at $u=1$.

Take $m<0$ and write $n=|m|$, so that $B=(\nu+nK)/(\beta G^{1/2})$. Then
\begin{align}
\frac{dB}{du}
&=\frac1\beta\left[\frac{n}{G^{1/2}}\frac{dK}{du}
-\frac{(\nu+nK)\delta}{2G^{3/2}}\right]\nonumber\\
&=\frac{\delta}{2\beta G^{3/2}K}
\left[n(Q-K^2)-K(\nu+nK)\right]\nonumber\\
&=\frac{\delta\,f(K)}{2\beta G^{3/2}K},\qquad
f(K)=n(Q-2K^2)-\nu K .
\label{slope}
\end{align}
The first line shows the competition. On turning from the perpendicular plane towards the axis, the growing hyperfine coupling pushes this line to higher field, while the growing $g$ pulls it to lower field. An off-axis extremum is the angle at which the two effects balance.

\subsection*{The condition for an overshoot line}

The derivative $f'(K)=-4nK-\nu$ is negative, so $f$ has at most one zero. That zero lies strictly between the principal directions if and only if $f(A_\perp)>0>f(A_\parallel)$, which means
\begin{equation}
\boxed{\;
\frac{|m|(Q-2A_\parallel^2)}{A_\parallel}<\nu<
\frac{|m|(Q-2A_\perp^2)}{A_\perp},\qquad m<0 .\;}
\label{window}
\end{equation}
Inside this window $B$ first rises from its perpendicular value and then falls to its parallel value. The extremum is therefore a maximum, above both principal fields of the same line, hence the name overshoot.

For $m>0$ the same algebra, with $n$ replaced by $-m$, gives $f=m(2K^2-Q)-\nu K$. A zero would require
\begin{equation}
\nu=\frac{m(2K^2-Q)}{K}<mK\le mA_\parallel ,
\end{equation}
where $Q>K^2$ was used. I assume $\nu>|m|A_\parallel$, without which (\ref{field}) would not give a positive field at every angle. So in first order the lines with $m>0$ have no off-axis extremum.

The role of each anisotropy is clearer if $Q$ is eliminated. Equation (\ref{qpar}) and its partner $Q-A_\perp^2=g_\parallel^2(A_\parallel^2-A_\perp^2)/\delta$ turn the two edges into
\begin{align}
\nu_{\rm low}&=|m|\left[\frac{g_\perp^2(A_\parallel^2-A_\perp^2)}{\delta A_\parallel}-A_\parallel\right],\\
\nu_{\rm up}&=|m|\left[\frac{g_\parallel^2(A_\parallel^2-A_\perp^2)}{\delta A_\perp}-A_\perp\right].
\label{up}
\end{align}
Three limits follow.
\begin{itemize}
\item If the hyperfine coupling becomes isotropic, $\nu_{\rm up}$ becomes negative and the window closes. Only $g$ then varies with angle.
\item If $g$ becomes isotropic, $\delta\to0$ and both edges go to infinity. Any fixed frequency ends up below the window, and the $m<0$ lines run monotonically up to the parallel direction. In first order, large hyperfine anisotropy without $g$ anisotropy therefore gives no overshoot; the terms neglected in first order, discussed below, are not covered by this statement.
\item If $A_\perp$ becomes small, $\nu_{\rm up}$ grows as $1/A_\perp$. The window then extends to higher frequencies. A large ratio $A_\parallel/A_\perp$ is not sufficient, however: lowering $A_\perp$ also raises $\nu_{\rm low}$ somewhat, and there is no overshoot if the frequency lies below that edge.
\end{itemize}

The order of the $g$ values matters too. If $g_\parallel<g_\perp$ while $A_\parallel>A_\perp$, the weight of $A_\parallel^2$ in $K^2$ still grows with $u$, since its derivative is $g_\parallel^2g_\perp^2/G^2$. So $K$ still rises towards the axis, but $g$ now falls. For $m<0$ both changes raise the field and there is no balance. The competition moves to the lines with $m>0$, and (\ref{window}) does not apply to them.

\subsection*{Your trough}

For your parameters $\delta=2.25^2-2.05^2=0.8600$ and
\begin{equation}
Q=\frac{600^2\times2.25^2-60^2\times2.05^2}{0.8600}\ \text{MHz}^2
=2.1016\times10^6\ \text{MHz}^2 .
\end{equation}
For $m=-3/2$ the edges are
\begin{align}
\nu_{\rm low}&=\frac{1.5\,(2.1016\times10^6-2\times600^2)}{600}\ \text{MHz}=3.45\ \text{GHz},\\
\nu_{\rm up}&=\frac{1.5\,(2.1016\times10^6-2\times60^2)}{60}\ \text{MHz}=52.4\ \text{GHz}.
\end{align}
Your 9.5~GHz lies well inside.

To locate the extremum, set $f=0$, that is $2nK^2+\nu K-nQ=0$, and take the positive root:
\begin{equation}
K^*=\frac{-\nu+\sqrt{\nu^2+8n^2Q}}{4n}
=\frac{-9500+\sqrt{9500^2+18\,Q}}{6}\ \text{MHz}=302.9\ \text{MHz}.
\end{equation}
The angle follows from (\ref{KG}). Writing $K^{*2}(g_\perp^2+\delta u^*)=A_\perp^2g_\perp^2+\delta Qu^*$ and collecting the terms in $u^*$,
\begin{equation}
u^*=\frac{g_\perp^2(K^{*2}-A_\perp^2)}{\delta(Q-K^{*2})}=0.2143,
\qquad \theta^*=62.4^\circ .
\end{equation}
There $g^*=\sqrt{g_\perp^2+\delta u^*}=2.0945$, and with $\beta=13996.24$~MHz/T
\begin{equation}
B^*=\frac{9500+1.5\times302.9}{2.0945\times13996.24}\ \text{T}=339.6\ \text{mT}.
\end{equation}
The principal fields of this line are 330.2~mT (parallel) and 334.2~mT (perpendicular), so the overshoot lies 5.3~mT above the higher one.

Your $g$ value of 2.00 is now explained. The quotient $\nu/(\beta B^*)=1.999$ ignores the hyperfine term in (\ref{field}). The $g$ factor of the molecules responsible is about 2.1, and it belongs to an oblique direction.

\subsection*{Why an oblique direction gives a strong line}

In a powder $x=\cos\theta$ is uniformly distributed between 0 and 1. A feature is strong where many values of $x$ share nearly the same field. I give all orientations equal transition probability; a smooth, nonzero weight would rescale the singularities below without moving them.

Near the overshoot, $B\simeq B^*-\tfrac12|B_{xx}|(x-x^*)^2$. Orientations within $\Delta B$ of $B^*$ lie on both sides of $x^*$, so their fraction is
\begin{equation}
F^*=2\sqrt{\frac{2\Delta B}{|B_{xx}|}} .
\end{equation}
Since $u=x^2$, $B_{xx}=2B_u+4x^2B_{uu}$, and the first term vanishes at the extremum. In differentiating (\ref{slope}) there, the terms that leave $f$ undifferentiated vanish as well, so with (\ref{kprime})
\begin{equation}
B_{xx}=4u^*B_{uu},\qquad
B_{uu}=-\frac{\delta^2(\nu+4nK^*)(Q-K^{*2})}{4\beta\,g^{*5}K^{*2}} .
\end{equation}
Near the perpendicular plane $B\simeq B_\perp+bx^2$ with $b=dB/du$ at $u=0$, which gives $F_\perp=\sqrt{\Delta B/b}$. Near the axis $dB/dx=2\,dB/du$ is finite, which gives $F_\parallel=\Delta B/(2|dB/du|)$ with the slope taken at $u=1$.

The density of orientations per unit field is the derivative of $F$ with respect to $\Delta B$. It diverges as $\Delta B^{-1/2}$ at the overshoot and at the perpendicular field, but has only a finite step at the parallel field. For your $m=-3/2$ line and $\Delta B=0.01$~mT the fractions are 3.39\% at the overshoot, 0.81\% at the perpendicular edge and 0.03\% at the parallel edge. Direct counting of orientations agrees with the three formulas. In first order, the off-axis direction thus collects about four times as many molecules within this interval as the perpendicular edge of the same line.

With Gaussian broadening of standard deviation 0.7~mT, the outermost trough of the first-order derivative spectrum falls at 340.0~mT. That is 0.4~mT beyond $B^*$, less than the broadening, and its depth equals the largest amplitude in the whole derivative spectrum.

\subsection*{What the neglected terms change}

Equation (\ref{field}) drops the components of $\mathbf S$ perpendicular to $\mathbf w$. Diagonalizing the full $8\times8$ Hamiltonian restores them. At 9.5~GHz the largest resonance field of each line is then:

\begin{center}
\begin{tabular}{cccc}
$m$ & angle & $B_{\max}$ (mT) & $B_\perp$ (mT)\\
$-3/2$ & $61.1^\circ$ & 338.52 & 333.80\\
$-1/2$ & $79.4^\circ$ & 331.87 & 331.07\\
$+1/2$ & $87.1^\circ$ & 328.94 & 328.82\\
$+3/2$ & $90.0^\circ$ & 327.37 & 327.37
\end{tabular}
\end{center}

For $m=-3/2$ the picture survives. The overshoot moves down by about 1~mT and its height above $B_\perp$ drops from 5.3 to 4.7~mT. The false $g$ value becomes $9500/(13996.24\times0.33852)=2.005$, so its being slightly below or above 2.00 has no significance. Adding a nuclear Zeeman term with a nuclear $g$ factor of 1.5 changes the overshoot field by less than 0.01~mT.

The inner lines are different. For $m=-1/2$ first order predicts an overshoot of 0.20~mT, and diagonalization gives about 0.8~mT. For $m=+1/2$ first order predicts none, yet there is a maximum 0.12~mT above $B_\perp$. Since the only difference between the two calculations is the neglected terms, it is their variation with angle that produces these changes; I have not derived that variation here. That these terms are not small on this scale is seen from the perpendicular fields of the two lines, which they shift by 1.1 and 1.2~mT, more than the overshoots themselves. The restriction to $m<0$ in (\ref{window}) is therefore a first-order statement, and for $|m|=1/2$ it should not be trusted at this frequency. These small inner overshoots also depend on the omitted quadrupole coupling: a term $P(I_z^2-5/4)$ with $P=\pm10$~MHz changes them to about 0.6~mT for $m=-1/2$ and about 0.2~mT for $m=+1/2$, while the $m=-3/2$ overshoot stays near 4.7~mT.

The upper edge shifts as well. For $m=-3/2$ diagonalization without nuclear Zeeman and quadrupole terms puts it at 46.2~GHz, 12\% below the first-order value. That (\ref{window}) is the correct leading-order result can be checked by multiplying both hyperfine couplings and $\delta$ by a common factor $\lambda$ at fixed $g_\perp$. By (\ref{up}), $\nu_{\rm up}$ then tends to a finite value. The competing first-order terms in the slope shrink as $\lambda$ and the second-order ones as $\lambda^2$, so the relative error should be proportional to $\lambda$. It is 5.1\%, 2.6\% and 1.3\% for $\lambda=0.4$, 0.2 and 0.1. The lower edge is less accurate. At 3.45~GHz the ratio $A_\parallel/\nu$ is 0.17, and diagonalization puts that edge at about 4.35~GHz, 26\% above the first-order value.

\subsection*{How to recognize an overshoot line}

Change the microwave frequency. The condition $f=0$ can be written $\nu=n(Q/K^*-2K^*)$, whose right side falls as $K^*$ grows. Raising $\nu$ therefore lowers $K^*$ and moves the overshoot towards the perpendicular plane, where it merges with the ordinary edge at $\nu_{\rm up}$. Diagonalization for $m=-3/2$ shows this: the maximum lies at $61^\circ$ and 4.7~mT above $B_\perp$ at 9.5~GHz, at $80^\circ$ and 0.7~mT above it at 24~GHz, and at $90^\circ$ at 94~GHz. In the simulated first-order spectrum at 94~GHz, the outermost trough lies 0.4~mT from the perpendicular field of the $m=-3/2$ line, which is within the broadening.

These multifrequency values omit the nuclear Zeeman energy. It grows with the field while the hyperfine coupling does not, so its negligible effect at 9.5~GHz cannot be carried over to the upper edge or to 94~GHz. With a nuclear $g$ factor of 1.5 the $m=-3/2$ maximum is still off-axis at 46~GHz ($86.6^\circ$, 0.08~mT above $B_\perp$) and at 60~GHz ($87.5^\circ$, 0.08~mT), and a quadrupole term of $\pm10$~MHz alone moves the edge to between 60 and 70~GHz. These residual maxima are much smaller than the 0.7~mT broadening, so the feature still merges with the perpendicular edge in practice, but the value of $\nu_{\rm up}$ is not a sharp threshold for a real Cu(II) complex.

The frequency dependence also yields a $g$ factor free of the error in your reading. Differentiate $B^*=B(u^*(\nu),\nu)$:
\begin{equation}
\frac{dB^*}{d\nu}=\frac{\partial B}{\partial\nu}
+\frac{\partial B}{\partial u}\frac{du^*}{d\nu}
=\frac{1}{g^*\beta},
\end{equation}
because $\partial B/\partial u=0$ at the extremum. In first order a principal feature moves with a constant slope $1/(g\beta)$. In the same approximation an overshoot line moves with a slope that gives $g^*$, here 2.09 at 9.5~GHz, and this value drifts towards $g_\perp$ as the frequency rises.

So keep your two $g$ values. Before assigning an outer high-field feature to a new principal direction, evaluate (\ref{window}) for $m=-3/2$. If the frequency lies near an edge, or if an inner line is in question, compute the resonance fields over all angles by diagonalization, including the nuclear Zeeman and quadrupole terms for a real complex; in this example the first-order edges are off by 12\% and 26\% even without those terms. The main values used here are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
g_par, g_perp: 2.25, 2.05
A_par, A_perp: 600, 60 MHz; nu = 9.5 GHz
beta = mu_B/h: 13996.24 MHz/T
delta = g_par^2 - g_perp^2: 0.8600
Q: 2.1016e+06 MHz^2
m=-1.5 first-order window: 3.45 to 52.36 GHz
m=-0.5 first-order window: 1.15 to 17.45 GHz
m=-1.5 upper edge, diagonalization: 46.22 GHz
edge deviation at scale 0.4, 0.2, 0.1: 5.11, 2.64, 1.34 %
First-order principal fields at 9.5 GHz (mT): parallel, perpendicular
  m=-1.5: 330.25, 334.24
  m=-0.5: 311.19, 332.14
  m=+0.5: 292.14, 330.05
  m=+1.5: 273.09, 327.96
m=-1.5 overshoot: K* = 302.9 MHz, cos^2 = 0.2143
  theta* = 62.43 deg, g* = 2.0945
  B* = 339.57 mT, above B_perp by 5.33 mT
  false g = nu/(beta B*): 1.9989
m=-0.5 first order: theta* = 81.96 deg, excess 0.20 mT
Orientation fraction within 0.01 mT (%): counted, formula
  overshoot: 3.389, 3.389
  perpendicular: 0.810, 0.809
  parallel: 0.031, 0.031
Spectrum: Gaussian standard deviation 0.7 mT
  9.5 GHz outer trough: 339.96 mT, relative depth 1.00
  94 GHz outer trough: 3279.68 mT, relative depth 1.00; B_perp = 3279.28 mT
m=-1.5, largest field by diagonalization: angle, excess over B_perp
  9.5 GHz: 61.05 deg, 4.72 mT
  24.0 GHz: 80.18 deg, 0.70 mT
  94.0 GHz: 90.00 deg, 0.00 mT
All lines at 9.5 GHz, diagonalization: angle, B_max, B_perp
  m=-1.5: 61.05 deg, 338.52 mT, 333.80 mT
  m=-0.5: 79.40 deg, 331.87 mT, 331.07 mT
  m=+0.5: 87.11 deg, 328.94 mT, 328.82 mT
  m=+1.5: 90.00 deg, 327.37 mT, 327.37 mT
With nuclear g = 1.5, m=-1.5: 61.07 deg, 338.53 mT
Random cases: overshoot 245, below window 73, above window 418, m > 0 748
\end{verbatim}
